# Constrained density-functional perturbation theory and the recovery of full phonons

**Q:** You want phonons without the screening by a chosen group of electrons, and later you want to put that screening back. Before anything is removed, what is the full quantity?

**A:** It is the static Kohn-Sham linear response of a spin-unpolarized system, in Hartree atomic units. The ions create a local potential \(V(\mathbf r)\), with \(b_l=\partial V/\partial R_l\) for displacement coordinate \(R_l\). The basis does not move with the atoms. The free energy \(F\) is stationary in the electronic variables at fixed electron number, so its first derivative contains only the explicit dependence on \(R_l\):
\[
\frac{\partial F}{\partial R_l}=\int n\,b_l+\frac{\partial E_{\rm ion}}{\partial R_l}.
\]
Differentiating again, where \(n\) now also changes, gives
\[
C_{lm}=C^{\rm bare}_{lm}+\int b_l\,\frac{\partial n}{\partial R_m},\qquad
C^{\rm bare}_{lm}=\frac{\partial^2E_{\rm ion}}{\partial R_l\partial R_m}+\int n\,\frac{\partial^2V}{\partial R_l\partial R_m}.
\]
The density in \(C^{\rm bare}\) is that of all electrons.

The full coupling is the change of the Kohn-Sham potential, \(g_m=\partial V_{\rm KS}/\partial R_m\). With \(K=v+f_{\rm xc}\), the sum of the Hartree and exchange-correlation kernels,
\[
\frac{\partial n}{\partial R}=X_0g,\qquad g=b+KX_0g .
\]
I treat functions of position as vectors and kernels as matrices, so products include integration. Both \(K\), a second functional derivative of the energy, and \(X_0\) are symmetric. Orbitals are taken real to keep the formulas simple. For complex Bloch states a transpose becomes an adjoint, and the two orders of a pair of states must be counted separately.

**Q:** You need to show that \(X_0\) can be split into transitions, including in a metal.

**A:** Per spin, the density matrix \(\gamma=f(H)\) commutes with \(H\). To first order in a potential change \(\delta V\),
\[
[\delta\gamma,H]+[\gamma,\delta V]=0 .
\]
Between eigenstates \(n\) and \(m\) this reads \(\delta\gamma_{nm}(\varepsilon_m-\varepsilon_n)+(f_n-f_m)\delta V_{nm}=0\), hence
\[
\delta\gamma_{nm}=F_{nm}\,\delta V_{nm},\qquad F_{nm}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}.
\]
For equal energies the commutator equation gives no information. Within a degenerate level, choose states that diagonalize \(\delta V\). Each energy then shifts by \(\delta V_{nn}\) and each occupation by \(f'(\varepsilon_n)\,\delta V_{nn}\), so \(F_{nm}=f'(\varepsilon_n)\), which is also the limit of the quotient. Spin gives a factor 2:
\[
X_0(\mathbf r,\mathbf r')=2\sum_{nm}F_{nm}\,\rho_{nm}(\mathbf r)\rho_{nm}(\mathbf r'),\qquad \rho_{nm}=\psi_n\psi_m .
\]
Choose a target set of Kohn-Sham eigenstates. Put every term with both states in the set into \(X_t\), including the \(f'\) terms at the Fermi surface, and all others into \(X_r\). Then \(X_0=X_t+X_r\). A transition from a target state to a non-target state stays in \(X_r\).

**Q:** At fixed electron number the chemical potential may move. Your formula has no such term.

**A:** It assumes \(\delta\mu=0\) to first order. That holds for a displacement wave with \(q\neq0\), since a uniform shift cannot be linear in such a wave. At \(q=0\) it holds for a rigid translation, which leaves all electronic energies unchanged. Any other \(q=0\) displacement needs a reason of its own, such as a crystal symmetry that reverses the displacement pattern.

If \(\delta\mu\) does not vanish, \(X_0\) is replaced by \(X_0-ss^T/(\mathbf 1^Ts)\), with \(s=X_0\mathbf 1\). Orthonormality, \(\int\rho_{nm}=\delta_{nm}\), gives \(s=2\sum_nf'_n\psi_n^2\). If all partly filled states are in the target set, this correction belongs to \(X_t\). The matrix identities below still hold, though \(X_t\) is then no longer diagonal in target pairs.

**Q:** Now remove the target transitions. Do you delete them from the final density response?

**A:** No, they must be absent throughout the self-consistent cycle. The constrained potential change obeys
\[
g^r=b+KX_rg^r\quad\Longrightarrow\quad g^r=(1-KX_r)^{-1}b .
\]
The same restricted medium screens the kernel and defines the partial force constants:
\[
W^r=(1-KX_r)^{-1}K,\qquad C^r=C^{\rm bare}+b^TX_rg^r .
\]
Two limits are a useful check, though they do not by themselves determine the definition. With an empty target set, \(X_r=X_0\) and the partial quantities are the full ones. With all states in the set, \(X_r=0\), so \(g^r=b\), \(W^r=K\) and \(C^r=C^{\rm bare}\).

**Q:** Density-functional perturbation theory is attractive because it avoids a sum over empty states. Your exclusion seems to bring that sum back.

**A:** It does not. Let \(S\) contain the target states and all states with appreciable occupation, and let \(P\) project onto \(S\). States outside \(S\) are taken as empty. Pairs inside \(S\) are summed explicitly, leaving out those with both members in the target. Pairs with both members outside \(S\) have \(F_{nm}=0\). For a mixed pair, \(n\in S\) and \(m\notin S\), we have \(F_{nm}=f_n/(\varepsilon_n-\varepsilon_m)\), and the orders \((n,m)\) and \((m,n)\) contribute equally. Together with spin this makes a factor 4:
\[
\delta n=2\!\!\sum_{\substack{n,m\in S\\ \text{not both target}}}\!\!F_{nm}\rho_{nm}\,\delta V_{nm}
+4\sum_{n\in S}f_n\psi_n\Delta\psi_n,\qquad
\Delta\psi_n=\sum_{m\notin S}\psi_m\frac{\delta V_{mn}}{\varepsilon_n-\varepsilon_m}.
\]
Acting with \(H-\varepsilon_n\) cancels each denominator and leaves a minus sign:
\[
(H-\varepsilon_n+\alpha P)\Delta\psi_n=-(1-P)\,\delta V\,\psi_n .
\]
The term \(\alpha P\) changes nothing, because \(P\Delta\psi_n=0\). If \(\alpha\) exceeds the energy spread of \(S\), the operator is positive on \(S\) and can be inverted there. Outside \(S\) it is positive if those states lie above \(S\). The constraint thus acts in the small explicit sum, while the Sternheimer equation keeps its usual projected form and retains target-to-empty transitions.

**Q:** Fine, you have partial quantities. Why should target electrons, responding through \(W^r\), restore the original coupling without counting some screening twice?

**A:** Split \(X_0\) in the full equation and collect the \(X_r\) term on the left:
\[
g=b+KX_rg+KX_tg\quad\Longrightarrow\quad (1-KX_r)g=b+KX_tg .
\]
Multiplying by \((1-KX_r)^{-1}\) turns \(b\) into \(g^r\) and \(K\) into \(W^r\):
\[
g=g^r+W^rX_tg .
\]
Each transition enters once: the \(X_r\) processes are inside \(g^r\) and \(W^r\), and the \(X_t\) processes are written out. The two inverses, \((1-KX_r)^{-1}\) and \((1-KX_0)^{-1}\), must exist.

**Q:** That settles the coupling. For the force constants I would dress both ends of the target bubble fully, since both ends are physical couplings.

**A:** Let the algebra decide. From the definitions,
\[
C-C^r=b^T\,(X_0g-X_rg^r).
\]
Insert \(X_0=X_t+X_r\) and \(g-g^r=W^rX_tg\):
\[
X_0g-X_rg^r=X_tg+X_r(g-g^r)=(1+X_rW^r)X_tg .
\]
Next use \(X_r(1-KX_r)^{-1}=(1-X_rK)^{-1}X_r\), which follows from \((1-X_rK)X_r=X_r(1-KX_r)\). Then
\[
1+X_rW^r=1+(1-X_rK)^{-1}X_rK=(1-X_rK)^{-1}\big[(1-X_rK)+X_rK\big]=(1-X_rK)^{-1}.
\]
Since \(K\) and \(X_r\) are symmetric, \(b^T(1-X_rK)^{-1}=\big[(1-KX_r)^{-1}b\big]^T=(g^r)^T\). Therefore
\[
C=C^r+(g^r)^TX_t\,g .
\]
One vertex is partially screened and the other fully screened. Solving the coupling equation for \(g\) gives the equivalent form
\[
C=C^r+(g^r)^T\Pi_t\,g^r,\qquad \Pi_t=X_t(1-W^rX_t)^{-1}.
\]
Two partial vertices are therefore correct if the polarization between them is itself screened by \(W^r\).

A single response channel shows what goes wrong otherwise. Set \(X_t=-p\) with \(p>0\), and let \(W^r\) and \(g^r\) be numbers. Then \(g=\sigma g^r\) with \(\sigma=1/(1+W^rp)\). The correct shift is \(-p\sigma(g^r)^2\). Two full vertices give \(-p\sigma^2(g^r)^2\), and two partial vertices with a bare bubble give \(-p(g^r)^2\). For \(W^r>0\) the first error makes the shift too small in magnitude and the second makes it too large.

**Q:** You still use functions over all space. A low-energy model knows only its target orbitals.

**A:** That is enough, because \(X_t\) sees nothing else. For complex Bloch states \(\rho_{ij}\) and \(\rho_{ji}\) are different functions, so one sums over ordered pairs with weight \(2F_{ij}\) each. For the real orbitals used here, list each unordered target pair once:
\[
X_t=\sum_{i\le j}\rho_{ij}L_{ij}\rho_{ij}^T,\qquad L_{ii}=2F_{ii},\quad L_{ij}=4F_{ij}\ (i<j).
\]
Projecting the coupling equation onto \(\rho_{ij}\) closes it among target matrix elements:
\[
g_{ij,m}=g^r_{ij,m}+\sum_{k\le l}W^r_{ij,kl}L_{kl}\,g_{kl,m},\qquad
C_{mm'}=C^r_{mm'}+\sum_{i\le j}g^r_{ij,m}L_{ij}\,g_{ij,m'} .
\]
Here \(W^r_{ij,kl}=\rho_{ij}^TW^r\rho_{kl}\), and all target pairs must be kept, not just density-density terms on sites.

There is a condition on \(W^r\): it must contain the same \(f_{\rm xc}\) as the full calculation. An interaction screened with \(v\) alone is a different kernel and does not close the identity. Likewise, a many-body solver that replaces \(\Pi_t\) by another polarization will in general give phonons different from the original Kohn-Sham ones.

**Q:** Must the target electrons soften the lattice? With an attractive part in \(K\), I could imagine either sign.

**A:** If the full electronic state is stable at fixed ions, transitions within the target set cannot stiffen it. This does not cover everything the target electrons do: their density also enters \(C^{\rm bare}\), and their transitions to and from other states remain in \(C^r\). The Fermi function decreases with energy, so all \(F_{nm}\le0\). Write \(X_0=-BB^T\), where each column of \(B\) is a pair product times the square root of its positive weight. For a displacement vector \(u\), consider
\[
Q(y)=y^T(1+B^TKB)y+2u^Tb^TBy ,
\]
with one amplitude \(y\) per pair. The nonzero eigenvalues of \(B^TKB\) are those of \(BB^TK=-X_0K\). If all eigenvalues of \(1-X_0K\) are positive, the quadratic form is positive. Its minimum is at \(y=-(1+B^TKB)^{-1}B^Tbu\), with the value
\[
-u^Tb^TB(1+B^TKB)^{-1}B^Tbu=u^Tb^T(1-X_0K)^{-1}X_0\,bu=u^T(C-C^{\rm bare})u .
\]
The constrained problem is the same minimization with all target amplitudes set to zero, and it gives \(u^T(C^r-C^{\rm bare})u\). Restricting the variables cannot lower a minimum, so \(u^TCu\le u^TC^ru\) for every \(u\). The restricted form also stays positive, so \(1-KX_r\) can be inverted.

This says nothing about the sign of \(C\) itself. Electrons can be stable at fixed ions while the ions are unstable.

**Q:** I want a case in which this could fail. What did you calculate?

**A:** A ring of 16 model atoms with spacing \(a=5\) bohr and three electrons per atom. The electron repulsion in reciprocal space is \(v(q)=v_0/[1+(q/\kappa)^2]\), with \(v_0=4\) hartree bohr and \(\kappa=1\) bohr\(^{-1}\). Each ion contributes the potential \(-Zv(q)e^{-q^2s^2/2}\), and two ions repel through \(Z^2v(q)e^{-q^2s^2}\), with \(Z=5\) and \(s=0.5\) bohr. The finite-range repulsion allows \(Z\) to differ from the electron number. The xc energy density is \(-\gamma n^{4/3}\) with \(\gamma=0.4\) atomic units, \(k_BT=0.01\) hartree, and the atomic mass is \(20000\,m_e\). These parameters describe no material.

The lowest band is filled. The second band is half filled, extends from \(-1.402\) to \(-1.300\) hartree, and is the target. The wavevector \(q=\pi/a\) connects its two Fermi points. Between them the coupling to the alternating displacement is 0.3356 bare, 0.1370 partially screened and 0.1204 fully screened, in hartree/bohr.

The force constants, in hartree/bohr\(^2\), are:

| \(qa/\pi\) | \(C^r\) | \(C\) |
|---:|---:|---:|
| 0.25 | 0.0144 | −0.0181 |
| 0.50 | 0.0080 | −0.0906 |
| 0.75 | −0.0424 | −0.2515 |
| 1.00 | −0.0711 | −0.3851 |

**Q:** Those are negative force constants. Your crystal is falling apart.

**A:** Yes. The evenly spaced ring is a stationary point and not a minimum: \(C\) is negative at every nonzero wavevector calculated. The identity concerns second derivatives and does not need a stable lattice. With \(\omega^2=C/M\), the frequencies at \(q=\pi/a\) are imaginary:
\[
|\omega^r|=\sqrt{0.07107/20000}=0.00189\ \text{hartree}=51.3\ \text{meV},
\]
\[
|\omega|=\sqrt{0.38510/20000}=0.00439\ \text{hartree}=119.4\ \text{meV}.
\]
Transitions within the target band do not account for all of this. At \(qa/\pi=0.25\) and 0.50 their contribution turns a positive \(C^r\) into a negative \(C\). At 0.75 and 1 the partial force constant is already negative. At fixed ions the electrons are stable against small spin-unpolarized density changes, since the smallest eigenvalue of \(1-X_0K\) is 0.985. Stability against spin polarization is a separate question, which this spin-unpolarized model does not address.

**Q:** How much of the shift at \(q=\pi/a\) comes from the two Fermi points?

**A:** It can be estimated for the bare bubble with partial vertices. Both points are close to half occupation, so \(F=-f(1-f)/k_BT\simeq-0.25/0.01=-25\) hartree\(^{-1}\). The two points are coupled in both orders, spin gives a factor 2, and the result is divided by 16 atoms:
\[
\frac{2\times(-25)\times2\times(0.1370)^2}{16}\simeq-0.117\ \text{hartree/bohr}^2 .
\]
The whole bare bubble is \(-0.4281-(-0.0711)=-0.3570\) hartree/bohr\(^2\). The Fermi points supply about one third, and other target pairs supply the rest. At a temperature of about a tenth of the bandwidth the Fermi points are thermally smeared. The force constant falls smoothly towards \(q=\pi/a\), and these data show no Kohn singularity.

**Q:** What do the wrong vertex choices give here?

**A:** At \(q=\pi/a\) the correct target shift is \(-0.3851-(-0.0711)=-0.3140\) hartree/bohr\(^2\). Two full vertices give \(-0.3473-(-0.0711)=-0.2762\), and two partial vertices with a bare bubble give \(-0.3570\).

These values follow the single-channel pattern closely. The ratios \(0.3140/0.3570\) and \(0.2762/0.3140\) are both 0.880, while the Fermi-point coupling is reduced by \(0.1204/0.1370=0.879\). In this model one number \(\sigma\simeq0.88\) therefore nearly describes the rescreening at this wavevector.

Leaving \(f_{\rm xc}\) out of the rescreening interaction, but keeping it in \(g^r\) and \(C^r\), gives \(C=-0.3754\) instead of \(-0.3851\) hartree/bohr\(^2\). The error is 3 percent of the target shift.

**Q:** All of these could share one faulty response function. Is there evidence from outside linear response?

**A:** Yes. The atoms were actually displaced and the nonlinear ground state solved again. For an alternating displacement \(\pm u\), sixteen equal squares give \(F(u)-F(0)=\tfrac12\times16\,C(\pi/a)u^2=8\,C(\pi/a)u^2\) to leading order. The curvature gives \(-0.385098\) hartree/bohr\(^2\), equal to the rescreened result in every printed digit. At \(q=\pi/(2a)\) both routes give \(-0.090554\).

The changes of the self-consistent potential were also compared with the rescreened coupling over the whole grid. The largest difference is \(7\times10^{-8}\) of the largest potential change. A separate test inserted the constrained Sternheimer density into finite differences of the Hartree and xc potential, and it reproduced \(g^r\) for the alternating displacement.

**Q:** One last objection. A rigid translation costs no energy. Does removing some electrons from the response break that rule?

**A:** It can. For a rigid translation the full potential moves with the atoms, so the summed coupling is \(\sum_mg_m=-\partial_xV_{\rm KS}=[H,\partial_x]\). Its matrix elements are
\[
\Big\langle i\Big|\sum_mg_m\Big|j\Big\rangle=(\varepsilon_i-\varepsilon_j)\langle i|\partial_x|j\rangle .
\]
Since \(\sum_mC_{lm}=0\), the vertex formula gives
\[
\sum_mC^r_{lm}=-(g^r_l)^TX_t\sum_mg_m .
\]
A rigid translation conserves crystal momentum. With a single target band, it connects a Bloch state only to itself within the target, and that element vanishes because the energy difference is zero. Hence \(C^r(q=0)=0\). The grid calculation gives \(-1\times10^{-6}\) hartree/bohr\(^2\) for both \(C^r\) and \(C\), which is zero within the test tolerance.

If the target contains both lowest bands, transitions between them at the same crystal momentum are removed, and their matrix elements need not vanish. The calculation then gives \(C^r(q=0)=3.274\) hartree/bohr\(^2\). Rescreening with this larger target still passes the test against the direct full force constants. A partial phonon is thus a property of the system together with the chosen target set, and its acoustic branch need not start at zero frequency. The numerical output below lists the remaining wavevectors and error measures.

## Computed results

```
atoms 16, grid points per cell 16, spacing 5.0 bohr
electrons per atom 3, ion strength 5.0, ion width 0.5 bohr
repulsion v0 4.0 hartree bohr, kappa 1.0 1/bohr
xc strength gamma 0.4 a.u., kT 0.01 hartree, mass 20000 m_e
lowest band  -3.0538 to -3.0516 hartree
target band  -1.4024 to -1.3002 hartree
chemical potential -1.3567 hartree
gap below target 1.6492, above 0.6446 hartree
largest occupation above target 3.6e-31
Fermi-point coupling at q = pi/a (hartree/bohr):
  bare 0.33556
  partially screened 0.13695
  fully screened 0.12044
q a/pi, partial C_r, full C (hartree/bohr^2):
  0.000  -0.000001  -0.000001
  0.125  0.004796  -0.004241
  0.250  0.014419  -0.018143
  0.375  0.018182  -0.045156
  0.500  0.007959  -0.090554
  0.625  -0.015231  -0.159673
  0.750  -0.042445  -0.251497
  0.875  -0.063347  -0.343560
  1.000  -0.071066  -0.385098
displaced-atom C at q = pi/a    -0.385098 hartree/bohr^2
displaced-atom C at q = pi/(2a) -0.090554 hartree/bohr^2
frequency at q = pi/a (negative means imaginary):
  partial -0.001885 hartree = -51.29 meV
  full -0.004388 hartree = -119.40 meV
C at q = pi/a from other combinations (hartree/bohr^2):
  two fully screened vertices -0.347276
  two partial vertices, bare bubble -0.428100
  rescreening without xc kernel -0.375375
C_r(q=0), target of two bands 3.274104 hartree/bohr^2
smallest eigenvalue of 1 - X0 K 0.9850
smallest eigenvalue of C_r - C 1.1e-16 hartree/bohr^2
rescreened minus direct C, largest 2.2e-14 hartree/bohr^2
coupling against displaced atoms, relative error 6.8e-08
constrained Sternheimer, relative error 1.3e-09
```
